# Acoustic-phonon resistivity of graphene in the hot and cold limits

## Problem

Doped graphene has carriers of energy $\varepsilon=\hbar v_Fk$ in two valleys with two spins each. At density $n$ the Fermi wavevector is $k_F=\sqrt{\pi n}$. The carriers scatter within a valley from in-plane acoustic phonons, longitudinal (LA) and transverse (TA), both with frequency $\omega=v_sq$. In one valley the coupling to the strain $u_{ij}$ is

$$
H_g=B\left[(u_{xx}-u_{yy})\sigma_x-2u_{xy}\sigma_y\right],
$$

with $B$ an energy and $\sigma_x,\sigma_y$ acting on the two sublattices. Time reversal gives the other valley the same scattering strength. The coupling is taken as unscreened, and the phonons stay in equilibrium.

The largest momentum transfer on the Fermi circle is $2\hbar k_F$, which defines the Bloch-Grüneisen temperature

$$
k_BT_{BG}=2\hbar v_sk_F .
$$

Assume $v_s\ll v_F$ and $T\ll T_F=\hbar v_Fk_F/k_B$. Find the resistivity $\rho(T)$ for $T\gg T_{BG}$ and for $T\ll T_{BG}$, with coefficients, and say how each limit depends on $n$.

SI units are used, since the answer is wanted in ohms and kelvins.

## A tempting solution

**The matrix element.** A mode with wavevector $q(\cos\varphi_q,\sin\varphi_q)$, polarization $\mathbf e$ and amplitude $u_0$ has strain $u_{ij}=\tfrac{i}{2}u_0(q_ie_j+q_je_i)$. For LA, $\mathbf e=(\cos\varphi_q,\sin\varphi_q)$, and for TA, $\mathbf e=(-\sin\varphi_q,\cos\varphi_q)$. Hence

$$
\begin{aligned}
\text{LA:}\quad & u_{xx}-u_{yy}=iqu_0\cos2\varphi_q, & 2u_{xy}&=iqu_0\sin2\varphi_q,\\
\text{TA:}\quad & u_{xx}-u_{yy}=-iqu_0\sin2\varphi_q, & 2u_{xy}&=iqu_0\cos2\varphi_q .
\end{aligned}
$$

A carrier moving in direction $\varphi$ has the spinor $(1,e^{i\varphi})/\sqrt2$. With $\bar\varphi=(\varphi+\varphi')/2$,

$$
\langle\varphi'|\sigma_x|\varphi\rangle=\tfrac12\left(e^{i\varphi}+e^{-i\varphi'}\right)=e^{i(\varphi-\varphi')/2}\cos\bar\varphi,
$$

and in the same way $\langle\varphi'|\sigma_y|\varphi\rangle=e^{i(\varphi-\varphi')/2}\sin\bar\varphi$. Up to phases, the LA element is $Bqu_0\cos(2\varphi_q+\bar\varphi)$ and the TA element is $Bqu_0\sin(2\varphi_q+\bar\varphi)$. Their squares add to $B^2q^2u_0^2$, with no angular factor left. For a sheet of area $A$ and mass density $\rho_m$, $u_0^2=\hbar/(2A\rho_m\omega)$, so the sum over the two modes is

$$
|M_q|^2=\frac{B^2\hbar q}{2A\rho_mv_s}.
$$

**The rate.** Because $v_s\ll v_F$, a collision hardly changes $k$. For scattering through an angle $\theta$ we may set

$$
q=2k_Fx,\qquad x=|\sin(\theta/2)|,\qquad z\equiv\frac{\hbar\omega}{k_BT}=\Theta x,\qquad \Theta\equiv\frac{T_{BG}}{T}.
$$

The phonon energy is small compared with $\varepsilon_F$ but not necessarily with $k_BT$, so it must be kept in the occupation factors.

At fixed spin and valley, $\sum_{\mathbf k'}\to \frac{Ak_F}{2\pi\hbar v_F}\int d\varepsilon'\int\frac{d\theta}{2\pi}$. The golden rule then gives, per $d\theta/2\pi$ and before occupation factors,

$$
\frac{2\pi}{\hbar}\,\frac{Ak_F}{2\pi\hbar v_F}\,\frac{B^2\hbar q}{2A\rho_mv_s}
=\frac{k_FB^2q}{2\hbar v_F\rho_mv_s}
=\frac{1}{\tau_0}\frac z2,
\qquad
\frac1{\tau_0}=\frac{k_FB^2k_BT}{\hbar^2v_F\rho_mv_s^2},
$$

where $q=zk_BT/(\hbar v_s)$ was inserted. Absorption multiplies this by $N=1/(e^z-1)$ and emission by $N+1$.

**The Boltzmann equation.** Let $y=(\varepsilon-\mu)/k_BT$ and let $f(y)=1/(e^y+1)$ be the equilibrium occupation. Write the occupation in a weak field as $f+f(1-f)\Phi/k_BT$. To first order this multiplies $f/(1-f)$ by $1+\Phi/k_BT$. The net flow from $\mathbf k$ to $\mathbf k'$ is

$$
w f_{\mathbf k}(1-f_{\mathbf k'})-w'f_{\mathbf k'}(1-f_{\mathbf k}),
$$

where $w$ and $w'$ are the forward and backward rates. The two terms balance in equilibrium, so to first order the flow is $wf(1-f')(\Phi-\Phi')/k_BT$.

In a steady state under a force $eE$ along $x$, this outflow matches the drive $eEv_xf(1-f)/k_BT$. Put $\Phi=eEv_F\tau_0\,\chi(y)\cos\varphi$. On integrating over $\pm\theta$, $\cos\varphi'=\cos(\varphi+\theta)$ becomes $\cos\theta\cos\varphi$. Dividing by the common factors gives

$$
1=\int\frac{d\theta}{2\pi}\,\frac z2\sum_\pm n_\pm\frac{1-f(y\pm z)}{1-f(y)}\left[\chi(y)-\cos\theta\,\chi(y\pm z)\right],
\tag{1}
$$

with $n_+=N$ for absorption and $n_-=N+1$ for emission.

The current density, with its fourfold degeneracy, is

$$
j=4e\,\frac{k_F}{2\pi\hbar v_F}\int d\varepsilon\,\frac{f(1-f)}{k_BT}\;\frac{v_F}{2}\;eEv_F\tau_0\chi ,
$$

where the $\tfrac12$ is the average of $\cos^2\varphi$. Therefore

$$
\sigma=\frac{e^2k_Fv_F\tau_0}{\pi\hbar}\int dy\,f(1-f)\,\chi(y).
\tag{2}
$$

The weight $f(1-f)=-df/dy$ integrates to 1.

**The short cut.** Equation (1) links $\chi$ at different energies. It is tempting to call the scattering nearly elastic and replace $\chi(y\pm z)$ by $\chi(y)$. Each energy then has its own relaxation time, $\chi(y)=1/R(y)$, with

$$
R(y)=\int\frac{d\theta}{2\pi}\,\frac z2(1-\cos\theta)\sum_\pm n_\pm\frac{1-f(y\pm z)}{1-f(y)} .
$$

When hot, $z\ll1$, so $N\approx N+1\approx1/z$ and the occupation ratios are 1. Then $R=\int\frac{d\theta}{2\pi}(1-\cos\theta)=1$ and $\rho=\pi\hbar/(e^2k_Fv_F\tau_0)$, which is proportional to $T$.

When cold, phonons with $z$ of order 1 have $x\ll1$. Then $1-\cos\theta=2x^2=2z^2/\Theta^2$ and $|\theta|=2z/\Theta$. Both signs of $\theta$ together contribute $2\,dz/(\pi\Theta)$ to $d\theta/2\pi$, and

$$
R(y)=\frac{2}{\pi\Theta^3}\int_0^\infty dz\,z^3\sum_\pm n_\pm\frac{1-f(y\pm z)}{1-f(y)} .
$$

The integral depends on $y$ alone, so $\rho\propto T\,\Theta^{-3}\propto T^4$. Averaging $1/R$ as in (2) completes this solution. The powers look reasonable, and they are right. The cold coefficient is wrong.

## Where it fails

Split the bracket in (1) without approximation:

$$
\chi(y)-\cos\theta\,\chi(y\pm z)=\left[\chi(y)-\chi(y\pm z)\right]+(1-\cos\theta)\,\chi(y\pm z).
\tag{3}
$$

The first part describes exchange of energy, the second loss of momentum. The short cut drops the first part.

When cold, a typical phonon has $z$ of order 1, so a collision moves the carrier across the thermal window. This is small on the scale of $\varepsilon_F$, but $\chi$ is needed on the scale of $k_BT$. Moreover, the second part carries the small factor $1-\cos\theta=2z^2/\Theta^2$ and the first does not. The short cut's own $\chi=1/R(y)$ varies appreciably with $y$. Put back into (1), it makes the dropped term larger than the kept one by a factor of order $\Theta^2$.

When hot, $z\ll1$ and $R$ does not depend on $y$. A constant $\chi$ makes the first part vanish, so the hot result stands.

## The right solution

**Energy exchange flattens $\chi$.** Multiply (1) by $f(y)[1-f(y)]$ and integrate over $y$. For a phonon of given $z$, the exchange terms are

$$
\int dy\left\{Nf(y)[1-f(y+z)][\chi(y)-\chi(y+z)]+(N+1)f(y)[1-f(y-z)][\chi(y)-\chi(y-z)]\right\}.
$$

Shift $y\to y+z$ in the second term. Its weight becomes $(N+1)f(y+z)[1-f(y)]$. Since $f/(1-f)=e^{-y}$,

$$
f(y+z)[1-f(y)]=e^{-z}f(y)[1-f(y+z)],
\tag{4}
$$

and $(N+1)e^{-z}=N$. The two weights are equal and the brackets opposite, so the exchange terms cancel for any $\chi$. The energy-exchange part of (3) alone does not remove the current.

If we multiply by an extra $\chi(y)$ before integrating, the same shift gives

$$
\int dy\,Nf(y)[1-f(y+z)]\,[\chi(y)-\chi(y+z)]^2\ge0 .
$$

This vanishes for all the small $z$ available if $\chi$ is constant, and not otherwise. In the cold limit the exchange part of (1) has strength of order $1/\Theta$ and the momentum part $1/\Theta^3$. The solution is therefore a large constant $\chi_0\sim\Theta^3$ plus an energy-dependent piece of order $\Theta$, smaller by $\Theta^{-2}$.

**Momentum balance fixes the constant.** After the integration over $y$, only the second part of (3) remains:

$$
1=\chi_0\int\frac{d\theta}{2\pi}\,\frac z2(1-\cos\theta)\int dy\sum_\pm n_\pm f(y)[1-f(y\pm z)] .
$$

For absorption, use (4):

$$
f(y)-f(y+z)=f(y)[1-f(y+z)]-f(y+z)[1-f(y)]=(1-e^{-z})f(y)[1-f(y+z)].
$$

As $1/(1-e^{-z})=N+1$ and $\int dy\,[f(y)-f(y+z)]=z$, the absorption integral is $z(N+1)$. The emission integral is $e^{-z}$ times this, or $zN$. With their factors $N$ and $N+1$ they add to $2zN(N+1)$. Thus $1/\chi_0=G(\Theta)$, with

$$
G(\Theta)=\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}(1-\cos\theta)\,z^2N(N+1)
=\frac4\pi\int_0^1\frac{x^2\,dx}{\sqrt{1-x^2}}\,\frac{(z/2)^2}{\sinh^2(z/2)} .
\tag{5}
$$

The second form uses $1-\cos\theta=2x^2$, $d\theta=2dx/\sqrt{1-x^2}$ on each half circle, and $N(N+1)=1/[4\sinh^2(z/2)]$.

From (2), $\rho=\pi\hbar G/(e^2k_Fv_F\tau_0)$. Inserting $\tau_0$ cancels $k_F$:

$$
\rho=aT\,G(T_{BG}/T),\qquad a=\frac{\pi B^2k_B}{e^2\hbar v_F^2\rho_mv_s^2}.
\tag{6}
$$

**Hot limit.** For $\Theta\to0$ the thermal factor in (5) is 1, and $G=\int\frac{d\theta}{2\pi}(1-\cos\theta)=1$:

$$
\boxed{\rho=aT\qquad(T_{BG}\ll T\ll T_F)}
$$

There is no density in $a$. A larger Fermi circle offers more final states, so $1/\tau_0\propto k_F$, while the conductivity at fixed scattering time also grows as $k_F$.

The approach to this limit follows from $(s/\sinh s)^2=1-s^2/3+\dots$ with $s=z/2$. The correction in (5) is $-\frac{\Theta^2}{12}\cdot\frac4\pi\int_0^1\frac{x^4dx}{\sqrt{1-x^2}}$. The integral is $3\pi/16$, so $G=1-\Theta^2/16+\dots$

**Cold limit.** For $\Theta\gg1$ the thermal factor cuts the integral off at $x\sim1/\Theta$. Set $\sqrt{1-x^2}\to1$, change to $z=\Theta x$, and extend the upper limit to infinity:

$$
G\to\frac{4}{\pi\Theta^3}\int_0^\infty z^4N(N+1)\,dz .
$$

Because $N(N+1)=-dN/dz$, integration by parts gives $4\int_0^\infty z^3N\,dz$; the boundary terms vanish. Expanding $N=\sum_{m\ge1}e^{-mz}$,

$$
4\int_0^\infty z^3N\,dz=4\sum_{m\ge1}\frac{6}{m^4}=24\cdot\frac{\pi^4}{90}=\frac{4\pi^4}{15}.
$$

Hence

$$
\boxed{\rho=\frac{16\pi^3}{15}\,\frac{aT^4}{T_{BG}^3}\qquad(T\ll T_{BG})}
$$

Since $T_{BG}\propto\sqrt n$, this falls as $n^{-3/2}$. One power of $T$ is the factor $aT$. Another comes from the range of wavevectors that thermal phonons cover, and two come from $1-\cos\theta\propto q^2$, because cold phonons turn a carrier through small angles.

The number $16\pi^3/15$ is 33.07. At $T=0.01\,T_{BG}$ the short cut gives a conductivity 1.519 times that of (6), which corresponds to a coefficient near $33.07/1.519\approx21.8$. A numerical solution of (1) at the same temperature lies 0.16% above the conductivity from (6).

## Numbers, and the region between the limits

Take $v_F=10^6$ m/s, $v_s=1.5\times10^4$ m/s, $\rho_m=7.6\times10^{-7}$ kg/m² and $B=5$ eV as round model parameters. Then $a=0.0601$ Ω/K. Compare $n_1=10^{13}$ cm⁻² with $n_2=4n_1$. For $n_1$, $k_F=0.5605$ nm⁻¹, $T_{BG}=128$ K and $T_F=4281$ K. For $n_2$ these three are doubled.

At 300 K the linear law gives $0.06013\times300=18.0$ Ω for both densities. Formula (6) gives 17.8 Ω and 17.2 Ω. The 3% difference is the remaining $\Theta^2$ correction, larger for $n_2$ because its $T_{BG}$ is higher.

For $n_1$ the cold coefficient is

$$
\frac{33.073\times0.06013}{(128.44)^3}=9.39\times10^{-7}\ \Omega/\mathrm K^4 .
$$

At 3 K this gives $9.39\times10^{-7}\times81=7.6\times10^{-5}$ Ω. For $n_2$ the result is $1.173\times10^{-7}\times81=9.5\times10^{-6}$ Ω, smaller by $4^{3/2}=8$.

The change of law is gradual. The two limiting laws cross at $0.31\,T_{BG}$, or 40 K for $n_1$. At $T_{BG}$ itself, (6) is 6% below $aT$, and at $2T_{BG}$ it is 1.5% below.

Between the limits a constant $\chi$ is not justified when phonons are the only scatterers, and (6) then overestimates the resistivity. The numerical solution of (1) has a conductivity above that of (6) by these amounts:

| $T/T_{BG}$ | excess (%) |
|---|---|
| 0.03 | 1.5 |
| 0.10 | 24 |
| 0.20 | 42 |
| 0.30 | 22 |
| 1.00 | 0.3 |

From 0.01 to 0.03 the excess grows about ninefold, as a correction of order $(T/T_{BG})^2$ should. At $0.1\,T_{BG}$, (6) is 1.219 times the $T^4$ law, and dividing by 1.241 leaves 0.98. The $T^4$ law is thus close to the solution of (1) there, through the near cancellation of two corrections of more than 20%. At $0.2\,T_{BG}$ the same division gives $1.078/1.418=0.76$, and the law has failed.

Setting $k=k'=k_F$ is a separate approximation. A double momentum integral with energy conserved in each collision, again with $\chi$ constant, differs from (6) by at most 1.2% of (6) at the four temperatures tested, from $0.05$ to $2\,T_{BG}$ at density $n_1$. Almost all of this comes from holding $\chi$ constant: the hot solution is $\chi\propto1/k$, and a constant $\chi$ raises $\rho$ by $(\pi^2/3)(T/T_F)^2$, which is 1.2% at $2\,T_{BG}$. With $\chi$ free to vary in energy, exact kinematics changes the solution of (1) by less than 0.04% at these temperatures.

## What the exponent depends on

The power 4 belongs to a coupling whose $|M_q|^2$ is proportional to $q$ at small $q$. Suppose instead that the carriers felt a scalar potential $B(u_{xx}+u_{yy})$. This couples to LA phonons alone, since a transverse wave has no dilation. The spinor overlap adds a factor $\cos^2(\theta/2)=(1+\cos\theta)/2$ to the squared matrix element. In the hot limit

$$
\int\frac{d\theta}{2\pi}(1-\cos\theta)\frac{1+\cos\theta}{2}=\int\frac{d\theta}{2\pi}\frac{\sin^2\theta}{2}=\frac14,
$$

so the slope is $a/4$. In the cold limit $\theta\to0$, the overlap is 1, and the $T^4$ coefficient is unchanged.

A scalar potential, however, is screened by the carriers. Static screening divides it by $1+q_s/q$, where $q_s\propto k_F$ is the screening wavevector. For $q\ll q_s$ the squared matrix element gains a factor $(q/q_s)^2$, and the cold resistivity goes as $T^6$. Take $q_s=4\alpha k_F$ with $\alpha=e^2/(4\pi\epsilon_0\hbar v_F)$, and insert the overlap and the factor $(1+q_s/q)^{-2}$ in the integrand of (5). The resistivity (6) then has a local exponent $d\ln\rho/d\ln T$ of 5.96 at $0.01\,T_{BG}$. The hot law remains linear and independent of density, because the screening factor depends on $q/k_F$, a function of angle alone.

As laws for the total resistivity, both boxed results need acoustic phonons to be the dominant scatterers. At low temperature this fails in any real sample: the $7.6\times10^{-5}$ Ω found at 3 K corresponds to a mean free path of 0.3 m. Impurities and optical phonons are not in this model, and between the limits impurity and phonon resistivities do not simply add. An elastic rate independent of energy flattens $\chi$, and the resistivity added by the phonons then tends to (6). At $0.2\,T_{BG}$ and density $n_1$ it is 0.71 of (6) with no impurities, 0.97 with a residual resistivity of 10 Ω and 0.996 with 100 Ω. The table of excesses above describes the pure-phonon limit only. If the LA and TA speeds differ, the angular factors of the two modes no longer add to a constant weight. In the hot limit the direction-dependent part averages out over the scattering angle, and the linear law survives with $1/v_s^2$ replaced by the mean of its LA and TA values. At lower temperatures that single speed is only an approximation. For LA and TA speeds of 21.4 and 13.6 km/s the hot rule gives 16.2 km/s. With $\chi$ flat in energy but free in angle, the two-speed resistivity at $0.02\,T_{BG}$ ($T_{BG}$ taken with 16.2 km/s) is 17% below the single-speed value.

## Values computed for the example and the checks

```
Dirac speed v_F = 1.00e+06 m/s
sound speed v_s = 1.50e+04 m/s
mass density rho_m = 7.60e-07 kg/m^2
gauge coupling B = 5.0 eV
hot slope a = 0.06013 ohm/K
cold number 16 pi^3/15 = 33.0734
two laws cross at T/T_BG = 0.3115
density n = 1.0e+13 cm^-2
  k_F = 0.5605 nm^-1
  T_BG = 128.44 K
  T_F = 4281 K
  T^4 coefficient = 9.3867e-07 ohm/K^4
density n = 4.0e+13 cm^-2
  k_F = 1.1210 nm^-1
  T_BG = 256.87 K
  T_F = 8562 K
  T^4 coefficient = 1.1733e-07 ohm/K^4
T (K); rho (ohm) at lower n; rho (ohm) at higher n
    3  7.6631e-05  9.5224e-06
    5  0.0006001  7.3732e-05
   10  0.010536  0.0012002
   20  0.19044  0.021073
   50  2.043  0.81115
  100  5.4335  4.086
  200  11.722  10.867
  300  17.834  17.237
  400  23.898  23.443
T/T_BG; local exponent; rho/(a T); rho/(T^4 law)
  0.01  4.003  3.312e-05  1.001
  0.05  4.089  0.004299  1.04
  0.10  4.341  0.04033  1.219
  0.20  3.031  0.2853  1.078
  0.50  1.462  0.7865  0.1903
  1.00  1.122  0.94  0.02842
  2.00  1.031  0.9845  0.003721
  5.00  1.005  0.9975  0.0002413
largest formula error vs momentum integral = 1.11 %
rho(lower n)/rho(higher n) at 400 K, direct = 1.041
density exponent at 3 K, direct = -1.504
T/T_BG; Boltzmann conductivity above formula (%)
  0.01  0.16
  0.03  1.50
  0.10  24.11
  0.20  41.79
  0.30  22.35
  1.00  0.31
  5.00  0.00
relaxation-time/formula conductivity, T/T_BG=0.01: 1.519
bare scalar hot factor = 0.2500
bare scalar/gauge rho at T/T_BG=0.01: 0.9972
screened scalar exponent at T/T_BG=0.01: 5.964
```
